# The Low-Temperature Callen-Callen Law for Single-Ion Anisotropy: a program that tests the result

```python
"""Low-temperature Callen-Callen law for single-ion anisotropy of rank l.

Result under test: kappa_l = 1 - p (1 - m) + O(<n(n-1)>), p = l(l+1)/2,
so that kappa_l -> m**p at low temperature.
S: spin length; n = S - S_z: local deviation; m = <S_z>/S;
kappa_l: thermal mean of the rank-l, q=0 tensor, scaled to 1 in state n=0.
hbar = 1; kT denotes the thermal energy. Cluster energies are in units of J.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import eval_legendre, zeta


def spin_matrices(spin):
    dim = int(round(2 * spin)) + 1
    n = np.arange(1, dim)
    plus = np.diag(np.sqrt(n * (dim - n)), 1)
    sz = np.diag(spin - np.arange(dim))
    return (plus + plus.T) / 2, (plus - plus.T) / 2j, sz, plus


def tensor_q0(spin, rank):
    """Rank-l tensor, q=0, lowered from (S+)^l by commutators."""
    plus = spin_matrices(spin)[3]
    t = np.linalg.matrix_power(plus, rank)
    for _ in range(rank):
        t = plus.T @ t - t @ plus.T
    return t / t[0, 0]


def recursion_eigenvalues(spin, rank):
    """Eigenvalues f_n obtained from the Casimir recursion."""
    top = int(round(2 * spin))
    lam = rank * (rank + 1)
    f = [1.0]
    for n in range(top):
        back = n * (top + 1 - n) * (f[n] - f[n - 1]) if n else 0.0
        f.append(f[n] - (lam * f[n] - back) / ((n + 1) * (top - n)))
    return np.array(f)


def thermal_state(h, kt):
    e, v = np.linalg.eigh(h)
    w = np.exp(-(e - e[0]) / kt)
    return (v * (w / w.sum())) @ v.conj().T


def free_energy(h, kt):
    e = np.linalg.eigvalsh(h)
    return e[0] - kt * np.log(np.exp(-(e - e[0]) / kt).sum())


def mean(rho, op):
    return np.trace(rho @ op).real


# Tensor eigenvalues: commutator construction against recursion
for spin in (1, 1.5, 2, 3.5):
    for rank in range(1, int(2 * spin) + 1):
        t = tensor_q0(spin, rank)
        assert np.allclose(t, np.diag(np.diag(t)), atol=1e-9)
        assert np.allclose(np.diag(t), recursion_eigenvalues(spin, rank),
                           atol=1e-8)

S = 2
dim = 2 * S + 1
sx, sy, sz, _ = spin_matrices(S)
T = {rank: tensor_q0(S, rank) for rank in (2, 4)}
f = {rank: np.diag(T[rank]) for rank in (2, 4)}
p = {2: 3, 4: 10}
print("Tensor eigenvalues for S = 2, n = 0..4 (dimensionless)")
for rank in (2, 4):
    print(f"  l={rank}:", " ".join(f"{x:.4f}" for x in f[rank]))
    assert abs(f[rank][-1] - 1) < 1e-10  # full reversal leaves even l intact

# Exact three-spin Heisenberg ring in an aligning field
one = np.eye(dim)


def on_site(op, site):
    parts = [op if j == site else one for j in range(3)]
    return np.kron(np.kron(parts[0], parts[1]), parts[2])


site_spins = [[on_site(s, j) for s in (sx, sy, sz)] for j in range(3)]
exchange = -sum(site_spins[i][a] @ site_spins[j][a]
                for i, j in ((0, 1), (1, 2), (2, 0)) for a in range(3))
total = [sum(site_spins[j][a] for j in range(3)) for a in range(3)]


def ring(direction, field=1.0):
    return exchange - field * sum(u * s for u, s in zip(direction, total))


z_axis = (0.0, 0.0, 1.0)
local_T = {rank: on_site(T[rank], 0) for rank in (2, 4)}
print("Three-spin ring, J = field = 1: slope (1-kappa_l)/(1-m)")
errors = []
for kt in (0.4, 0.2, 0.1):
    rho = thermal_state(ring(z_axis), kt)
    loss = 1 - mean(rho, site_spins[0][2]) / S
    slopes = [(1 - mean(rho, local_T[r])) / loss for r in (2, 4)]
    errors.append([abs(slopes[0] - 3), abs(slopes[1] - 10)])
    print(f"  kT/J={kt:.1f}: 1-m={loss:.3e}, "
          f"l=2: {slopes[0]:.4f}, l=4: {slopes[1]:.4f}")
errors = np.array(errors)
assert np.all(np.diff(errors, axis=0) < 0) and errors[-1].max() < 2e-3

# Anisotropic free energy: derivative in coupling against P_l * kappa_l
theta, kt_ring, step = 0.7, 1.0, 1e-4
tilted = ring((np.sin(theta), 0.0, np.cos(theta)))
rho_hot = thermal_state(ring(z_axis), kt_ring)
print("Ring free-energy derivative at 0.7 rad, kT/J = 1 (per coupling)")
for rank in (2, 4):
    v = sum(on_site(T[rank], j) for j in range(3))
    slope = (free_energy(tilted + step * v, kt_ring)
             - free_energy(tilted - step * v, kt_ring)) / (2 * step)
    predicted = 3 * eval_legendre(rank, np.cos(theta)) * mean(
        rho_hot, local_T[rank])
    assert abs(slope - predicted) < 1e-6
    print(f"  l={rank}: direct {slope:.6f}, P_l formula {predicted:.6f}")

# Cubic quartic anisotropy carries the same rank-4 factor
cubic = on_site(sum(np.linalg.matrix_power(s, 4) for s in (sx, sy, sz)), 0)
diagonal = np.ones(3) / np.sqrt(3)


def cubic_difference(kt):
    return (mean(thermal_state(ring(z_axis), kt), cubic)
            - mean(thermal_state(ring(diagonal), kt), cubic))


cubic_ratio = cubic_difference(kt_ring) / cubic_difference(0.02)
kappa4_hot = mean(rho_hot, local_T[4])
assert abs(cubic_ratio - kappa4_hot) < 1e-8
print(f"Cubic anisotropy ratio {cubic_ratio:.6f}, kappa_4 {kappa4_hot:.6f}")

# Coupled thermal bosons: local factorial moment
levels = 14
a = np.diag(np.sqrt(np.arange(1, levels)), 1)
eye = np.eye(levels)
a1, a2 = np.kron(a, eye), np.kron(eye, a)
n1, n2 = a1.T @ a1, a2.T @ a2
rho_b = thermal_state(3 * (n1 + n2) - 0.5 * (a1.T @ a2 + a2.T @ a1), 1.0)
occupation = mean(rho_b, n1)
pair_ratio = mean(rho_b, n1 @ n1 - n1) / occupation**2
assert abs(pair_ratio - 2) < 1e-8
print(f"Coupled bosons: <n>={occupation:.5f}, "
      f"<n(n-1)>/<n>^2={pair_ratio:.6f}")


# Simple-cubic magnons: zone sum against the low-temperature law
def zone_occupation(t, points):
    c = 1 - np.cos((np.arange(points) + 0.5) * np.pi / points)
    w = 2 * (c[:, None, None] + c[None, :, None] + c[None, None, :])
    return np.mean(1 / np.expm1(w / t))


deviations = []
print("Simple-cubic magnon number per site")
for t in (0.10, 0.05):
    # The 1/k^2 singularity gives a grid error linear in the spacing.
    nu = 2 * zone_occupation(t, 160) - zone_occupation(t, 80)
    law = zeta(1.5) * (t / (4 * np.pi))**1.5
    deviations.append(abs(nu / law - 1))
    print(f"  kT/(JS)={t:.2f}: zone sum {nu:.4e}, T^(3/2) law {law:.4e}")
assert deviations[0] < 0.015 and deviations[1] < 0.7 * deviations[0]

# Leading errors of the power law: quantum mean field and classical spins
n = np.arange(dim)
w = 1e-4**n
w /= w.sum()
loss_q = w @ n / S
u, wu = np.polynomial.laguerre.laggauss(20)
wu /= wu.sum()
x_classical = 1000.0  # cutoff at cos(theta)=-1 is exponentially small
loss_c = wu @ u / x_classical
print("Leading error coefficients of m^p: computed / formula")
for rank in (2, 4):
    q_coef = (w @ f[rank] - (1 - loss_q)**p[rank]) / loss_q**2
    q_form = p[rank] * (p[rank] - 1) / (2 * (2 * S - 1))
    kc = wu @ eval_legendre(rank, 1 - u / x_classical)
    c_coef = (kc - (1 - loss_c)**p[rank]) / loss_c**3
    c_form = p[rank] * (p[rank] - 1) / 6
    assert abs(q_coef / q_form - 1) < 0.01
    assert abs(c_coef / c_form - 1) < 0.02
    print(f"  l={rank}: S=2, (1-m)^2: {q_coef:.4f} / {q_form:.4f}; "
          f"classical, (1-m)^3: {c_coef:.4f} / {c_form:.4f}")

# Worked model grain; energies in eV and lengths in angstrom
kTc, A2, A4, edge_spins, spacing = 0.06, 1e-4, 2e-5, 20, 2.5
number = edge_spins**3


def populations(m, kt):
    level_gap = 3 * kTc * m / (S + 1)
    weights = np.exp(-level_gap * n / kt)
    return weights / weights.sum()


def order_parameter(m, kt):
    return 1 - populations(m, kt) @ n / S


assert abs(order_parameter(1e-4, kTc) / 1e-4 - 1) < 1e-5
print(f"Grain: S={S}, kTc={kTc:.3f} eV, A2={A2:.1e} eV, A4={A4:.1e} eV")
print(f"  spins={number}, spacing={spacing:.1f} angstrom, "
      f"edge={edge_spins * spacing:.1f} angstrom")
print("Mean field: kT(eV), m, kappa_2, m^3, kappa_4, m^10, exponents")
for kt in (0.010, 0.015, 0.020, 0.025, 0.035):
    m = brentq(lambda y: order_parameter(y, kt) - y, 0.2, 1.0, xtol=1e-14)
    pop = populations(m, kt)
    k2, k4 = pop @ f[2], pop @ f[4]
    e2, e4 = np.log(k2) / np.log(m), np.log(k4) / np.log(m)
    print(f"  {kt:.3f} {m:.5f} {k2:.5f} {m**3:.5f} {k4:.5f} "
          f"{m**10:.5f} {e2:.3f} {e4:.3f}")
    if kt == 0.010:
        assert abs(e2 - 3) < 0.05 and abs(e4 - 10) < 0.05
    if kt == 0.025:
        m_room, k2_room, k4_room = m, k2, k4

kt = 0.025
barrier_zero = number * (1.5 * A2 + 0.625 * A4)
barrier = number * (1.5 * A2 * k2_room + 0.625 * A4 * k4_room)
barrier_power = number * (1.5 * A2 * m_room**3 + 0.625 * A4 * m_room**10)
gap = 3 * kTc * m_room / (S + 1)
angles = np.linspace(0, np.pi / 2, 91)
energies = np.array([number * free_energy(
    -gap * (np.sin(t) * sx + np.cos(t) * sz) - A2 * T[2] - A4 * T[4], kt)
    for t in angles])
direct_barrier = energies.max() - energies[0]
assert np.argmax(energies) == 90 and np.argmin(energies) == 0
assert abs(direct_barrier / barrier - 1) < 0.02  # second order in A/gap, A/kT
hartree = physical_constants["Hartree energy in eV"][0]
print(f"Level spacing in molecular field at kT=0.025 eV: {gap:.5f} eV")
print(f"Barrier at T=0: {barrier_zero:.4f} eV")
print(f"Barrier at kT=0.025 eV, first order: {barrier:.4f} eV")
print(f"  same barrier in atomic units: {barrier / hartree:.5f} hartree")
print(f"Barrier from powers m^3 and m^10: {barrier_power:.4f} eV")
print(f"Barrier with anisotropy diagonalized: {direct_barrier:.4f} eV")
print(f"Barrier/kT: first order {barrier / kt:.2f}, "
      f"unreduced {barrier_zero / kt:.2f}")
print("OK")
```

Printed output:

```
Tensor eigenvalues for S = 2, n = 0..4 (dimensionless)
  l=2: 1.0000 -0.5000 -1.0000 -0.5000 1.0000
  l=4: 1.0000 -4.0000 6.0000 -4.0000 1.0000
Three-spin ring, J = field = 1: slope (1-kappa_l)/(1-m)
  kT/J=0.4: 1-m=1.490e-02, l=2: 2.9512, l=4: 9.2983
  kT/J=0.2: 1-m=1.131e-03, l=2: 2.9963, l=4: 9.9447
  kT/J=0.1: 1-m=7.567e-06, l=2: 3.0000, l=4: 9.9996
Ring free-energy derivative at 0.7 rad, kT/J = 1 (per coupling)
  l=2: direct 0.836955, P_l formula 0.836955
  l=4: direct -0.368071, P_l formula -0.368071
Cubic anisotropy ratio 0.381573, kappa_4 0.381573
Coupled bosons: <n>=0.06028, <n(n-1)>/<n>^2=2.000000
Simple-cubic magnon number per site
  kT/(JS)=0.10: zone sum 1.8729e-03, T^(3/2) law 1.8545e-03
  kT/(JS)=0.05: zone sum 6.5886e-04, T^(3/2) law 6.5566e-04
Leading error coefficients of m^p: computed / formula
  l=2: S=2, (1-m)^2: 1.0001 / 1.0000; classical, (1-m)^3: 1.0000 / 1.0000
  l=4: S=2, (1-m)^2: 14.9920 / 15.0000; classical, (1-m)^3: 14.8953 / 15.0000
Grain: S=2, kTc=0.060 eV, A2=1.0e-04 eV, A4=2.0e-05 eV
  spins=8000, spacing=2.5 angstrom, edge=50.0 angstrom
Mean field: kT(eV), m, kappa_2, m^3, kappa_4, m^10, exponents
  0.010 0.99875 0.99625 0.99625 0.98758 0.98755 2.999 9.981
  0.015 0.99029 0.97126 0.97117 0.90835 0.90708 2.990 9.856
  0.020 0.97131 0.91723 0.91639 0.75658 0.74747 2.968 9.584
  0.025 0.94180 0.83883 0.83536 0.57647 0.54900 2.931 9.186
  0.035 0.84986 0.63392 0.61383 0.26571 0.19656 2.802 8.147
Level spacing in molecular field at kT=0.025 eV: 0.05651 eV
Barrier at T=0: 1.3000 eV
Barrier at kT=0.025 eV, first order: 1.0642 eV
  same barrier in atomic units: 0.03911 hartree
Barrier from powers m^3 and m^10: 1.0573 eV
Barrier with anisotropy diagonalized: 1.0646 eV
Barrier/kT: first order 42.57, unreduced 52.00
OK
```
